\section*{Dirac-Fock radial equations with exchange sources: variation of constants and Lagrange multipliers}

\section{The result}

A Dirac-Fock orbital $\phi_a=(P_a,Q_a)$ obeys a radial Dirac equation with a source,
\begin{equation}
(h+U_a-\varepsilon_a)\phi_a=X_a+\sum_{b\ne a}\varepsilon_{ab}\phi_b ,
\label{df}
\end{equation}
where $U_a$ is the direct potential, $X_a$ the exchange term, and $b$ runs over the other shells with the same angular number $\kappa$. With the right side $S$ held fixed, the bounded solution is
\begin{equation}
\phi=GS=-\frac{1}{cW}\Big[u_0\int_r^\infty u_\infty\!\cdot S\,ds+u_\infty\int_0^r u_0\!\cdot S\,ds\Big].
\label{green}
\end{equation}
Here $u_0$ and $u_\infty$ solve the homogeneous equation, regular at the nucleus and decaying at infinity, and $W=P_0Q_\infty-Q_0P_\infty$ is constant. The norm fixes $\varepsilon_a$. Orthogonality fixes one multiplier per pair of shells; the other follows from
\begin{equation}
q_a\varepsilon_{ab}=q_b\varepsilon_{ba},
\label{sym}
\end{equation}
with $q_a$ the occupation. Norm and orthogonality without (\ref{sym}) do not determine the orbitals.

Rydberg units are used: lengths in bohr, $e^2=2$, $2m=1$, $c=2/\alpha\approx274.07$. The rest energy $c^2/2$ is subtracted. Orbitals are real, $\langle a|b\rangle=\int_0^\infty(P_aP_b+Q_aQ_b)\,dr$, and for a point nucleus
\begin{equation}
h\phi=\begin{pmatrix}-\frac{2Z}{r}P+c\left(-Q'+\frac{\kappa}{r}Q\right)\\[2pt] c\left(P'+\frac{\kappa}{r}P\right)-\left(\frac{2Z}{r}+c^2\right)Q\end{pmatrix}.
\end{equation}
The model is one configuration with instantaneous Coulomb repulsion. It omits the Breit interaction, QED, nuclear size and correlation.

\section{Two levels by hand}

\paragraph{The norm.} Let the operator have a single level $e$, and let the source have component $s>0$ on it. Then $(e-\varepsilon)a=s$, so the amplitude and norm are
\[
a=\frac{s}{e-\varepsilon},\qquad N=a^2=\frac{s^2}{(e-\varepsilon)^2}.
\]
A source permits a solution at every $\varepsilon\neq e$; the norm selects the value. $N=1$ has two roots, $\varepsilon=e\mp s$, with $a=\pm1$. If the source was built from an orbital with $a=+1$, consistency requires $\varepsilon=e-s$. The signed quantity $1/a=(e-\varepsilon)/s$ is linear in $\varepsilon$, so Newton's method for $1/a=1$ lands in one step, from either side of the pole. If $s=0$, the norm cannot be adjusted and one returns to the eigenvalue problem $\varepsilon=e$.

\paragraph{Orthogonality is not enough.} Now take $H=\mathrm{diag}(A,B)$ with $\Delta=B-A>0$, no repulsion, two electrons in $\phi_1$ and one in $\phi_2$. Try the rotated pair
\[
\phi_1=(\cos\theta,\sin\theta),\qquad \phi_2=(-\sin\theta,\cos\theta).
\]
It is orthonormal and spans the whole space, so for every $\theta$
\[
H\phi_1=\varepsilon_1\phi_1+\varepsilon_{12}\phi_2,\qquad H\phi_2=\varepsilon_2\phi_2+\varepsilon_{21}\phi_1,
\]
with $\varepsilon_{12}=\varepsilon_{21}=\langle1|H|2\rangle=\Delta\sin\theta\cos\theta$. Both equations and all constraints hold, yet the energy is
\begin{align}
E(\theta)&=2(A\cos^2\theta+B\sin^2\theta)+(A\sin^2\theta+B\cos^2\theta)\nonumber\\
&=2A+B+\Delta\sin^2\theta ,
\label{toyE}
\end{align}
which for small angles is stationary only at $\theta=0$. Condition (\ref{sym}), here $2\varepsilon_{12}=\varepsilon_{21}$, combined with $\varepsilon_{12}=\varepsilon_{21}$ forces both to vanish and removes the false solutions.

\paragraph{An iteration that uses the condition.} Let $\phi_2=(-\theta,1)$ to first order, and let $\phi_1=(1,\theta)$ be the current first orbital. Orthogonality in the second equation gives $\varepsilon_{21}=\theta\Delta$. Pass $\varepsilon_{12}=\varepsilon_{21}/2$ to the first equation. Its lower component reads
\[
(B-\varepsilon_1)\,\theta_{\rm new}=\tfrac12\theta\Delta .
\]
Since $\varepsilon_1=A$ up to second order, $\theta_{\rm new}=\theta/2$. For general occupations the factor is $q_2/q_1$. Orthogonality should therefore be imposed in the less occupied shell; the opposite choice would double the error here.

\section{The equations of $1s^22s$}

This configuration is the smallest with a closed and an open shell of equal $\kappa=-1$. Define
\[
Y_{ab}(r)=2\int_0^\infty\frac{P_aP_b+Q_aQ_b}{\max(r,s)}\,ds ,
\]
with the orbitals taken at $s$, and $I_a=\langle a|h|a\rangle$, $F_{11}=\langle1|Y_{11}|1\rangle$, $F_{12}=\langle2|Y_{11}|2\rangle$, $G_{12}=\langle1|Y_{12}|2\rangle$. The energy is
\begin{equation}
E=2I_1+I_2+F_{11}+2F_{12}-G_{12}.
\label{E}
\end{equation}
The $2s$ electron repels two $1s$ electrons but has a single exchange term. The angular spinors with $m=\pm\frac12$ are orthogonal at each point, for the large component and also for the small one, which differs by the unitary factor $-\boldsymbol\sigma\cdot\hat{\mathbf r}$. The exchange density thus vanishes for opposite $m$, and for equal $m$ it is spherical.

Subtract $2\varepsilon_1(\langle1|1\rangle-1)+\varepsilon_2(\langle2|2\rangle-1)+2\mu\langle1|2\rangle$ from $E$ and vary $\phi_1$. The density $\phi_1\!\cdot\phi_1$ occurs twice in $F_{11}$, and each occurrence gives a factor 2. Hence
\begin{align*}
0={}&4\langle\delta_1|(h+Y_{11}+Y_{22})\phi_1\rangle-2\langle\delta_1|Y_{12}\phi_2\rangle\\
&-4\varepsilon_1\langle\delta_1|\phi_1\rangle-2\mu\langle\delta_1|\phi_2\rangle .
\end{align*}
Varying $\phi_2$ gives
\[
0=2\langle\delta_2|(h+2Y_{11})\phi_2-Y_{12}\phi_1-\varepsilon_2\phi_2-\mu\phi_1\rangle .
\]
Dividing by 4 and by 2,
\begin{align}
(h+Y_{11}+Y_{22}-\varepsilon_1)\phi_1&=\tfrac12Y_{12}\phi_2+\varepsilon_{12}\phi_2,\label{one}\\
(h+2Y_{11}-\varepsilon_2)\phi_2&=Y_{12}\phi_1+\varepsilon_{21}\phi_1,\label{two}
\end{align}
with $\varepsilon_{12}=\mu/2$ and $\varepsilon_{21}=\mu$. This is (\ref{sym}): a pair has one constraint and hence one independent multiplier.

The multiplier also has a closed form. Project (\ref{one}) on $\phi_2$ and (\ref{two}) on $\phi_1$. Exchanging the two integrations gives $\langle2|Y_{12}|2\rangle=\langle1|Y_{22}|2\rangle$ and $\langle1|Y_{12}|1\rangle=\langle1|Y_{11}|2\rangle$, so
\begin{align*}
\varepsilon_{12}&=\langle1|h|2\rangle+\langle1|Y_{11}|2\rangle+\tfrac12\langle1|Y_{22}|2\rangle,\\
\varepsilon_{21}&=\langle1|h|2\rangle+\langle1|Y_{11}|2\rangle .
\end{align*}
The difference is $\varepsilon_{12}-\varepsilon_{21}=\frac12\langle1|Y_{22}|2\rangle$. Inserting $\varepsilon_{12}=\frac12\varepsilon_{21}$ yields
\begin{equation}
\varepsilon_{21}=-\langle1|Y_{22}|2\rangle .
\label{closed}
\end{equation}

\section{Variation of constants}

Let $V=-2Z/r+U$ and $S=(S_P,S_Q)$. Solving the two rows of $(h+U-\varepsilon)\phi=S$ for the derivatives gives
\begin{align}
P'&=-\frac{\kappa}{r}P+\frac{c^2+\varepsilon-V}{c}Q+\frac{S_Q}{c},\nonumber\\
Q'&=\frac{\kappa}{r}Q-\frac{\varepsilon-V}{c}P-\frac{S_P}{c}.
\label{first}
\end{align}
Write the homogeneous coefficients as $f=(c^2+\varepsilon-V)/c$ and $g=(\varepsilon-V)/c$. Then
\begin{align*}
W'={}&\left(-\tfrac{\kappa}{r}P_0+fQ_0\right)Q_\infty+P_0\left(\tfrac{\kappa}{r}Q_\infty-gP_\infty\right)\\
&-\left(\tfrac{\kappa}{r}Q_0-gP_0\right)P_\infty-Q_0\left(-\tfrac{\kappa}{r}P_\infty+fQ_\infty\right)=0 ,
\end{align*}
since the terms cancel in pairs.

Set $\phi=a(r)u_0+b(r)u_\infty$. The homogeneous parts drop out of (\ref{first}), leaving
\[
a'P_0+b'P_\infty=\frac{S_Q}{c},\qquad a'Q_0+b'Q_\infty=-\frac{S_P}{c}.
\]
Multiply the first by $Q_\infty$, the second by $P_\infty$, and subtract. Then multiply the second by $P_0$, the first by $Q_0$, and subtract:
\[
a'=\frac{u_\infty\!\cdot S}{cW},\qquad b'=-\frac{u_0\!\cdot S}{cW}.
\]
The growing solution must be absent at infinity and the irregular one at the nucleus, so $a(\infty)=0$ and $b(0)=0$. Integration gives (\ref{green}). The result is unique when $W\neq0$, because two bounded solutions differ by a bounded homogeneous one. When $W=0$, $u_0$ and $u_\infty$ are proportional and $\varepsilon$ is an eigenvalue of the local problem.

\paragraph{Starting values.} Near the nucleus put $u_0\simeq r^\gamma(1,\rho)$ and $\zeta=2Z/c=Z\alpha$. Then (\ref{first}) gives $\gamma=-\kappa+\zeta\rho$ and $\gamma\rho=\kappa\rho-\zeta$. Hence $\rho=(\gamma+\kappa)/\zeta$ and $\gamma=\sqrt{\kappa^2-\zeta^2}$, which requires $\zeta<|\kappa|$. Far out, where $V$ and $\kappa/r$ are negligible, $P\propto e^{-kr}$ gives
\[
\frac QP=-\frac{kc}{c^2+\varepsilon},\qquad k=\frac{\sqrt{-\varepsilon(c^2+\varepsilon)}}{c}.
\]
One integrates $u_0$ outward and $u_\infty$ inward, so that each grows relative to the unwanted solution. The first integral in (\ref{green}) is accumulated from the outer end and the second from the nucleus, which avoids subtracting large numbers.

\paragraph{Nonrelativistic limit.} For $c\to\infty$, with $S_Q$ negligible, the first line of (\ref{first}) gives $Q=(P'+\kappa P/r)/c$. Inserting this in the second line and multiplying by $c$,
\[
-P''+\frac{\kappa(\kappa+1)}{r^2}P+(V-\varepsilon)P=S_P .
\]
The terms in $\kappa$ cancel in $cW\to P_0P_\infty'-P_\infty P_0'$, and (\ref{green}) becomes the familiar Schr\"odinger Green function.

\section{Fixing the multipliers}

Equation (\ref{green}) is linear in the source, so with one partner $b$
\[
\phi=GX+\lambda G\phi_b .
\]
The condition $\langle b|\phi\rangle=0$ gives
\begin{equation}
\lambda=-\frac{\langle b|GX\rangle}{\langle b|G\phi_b\rangle}.
\label{lam}
\end{equation}
Next differentiate $(h+U-\varepsilon)\phi=X+\lambda\phi_b$ with respect to $\varepsilon$ at fixed $X$ and $\phi_b$:
\[
(h+U-\varepsilon)\frac{\partial\phi}{\partial\varepsilon}=\phi+\frac{d\lambda}{d\varepsilon}\phi_b .
\]
The derivative is itself a variation-of-constants solution. Since it too is orthogonal to $\phi_b$,
\begin{equation}
\frac{\partial\phi}{\partial\varepsilon}=G\phi-G\phi_b\frac{\langle b|G\phi\rangle}{\langle b|G\phi_b\rangle},\qquad
\frac{dN}{d\varepsilon}=2\Big\langle\phi\Big|\frac{\partial\phi}{\partial\varepsilon}\Big\rangle .
\label{slope}
\end{equation}
If $\lambda$ is prescribed, as in the $1s$ equation, the second term of $\partial\phi/\partial\varepsilon$ is absent. All these solutions share the same $u_0$ and $u_\infty$.

As in the one-level example, let $\sigma$ be the sign of the overlap with the previous orbital and iterate on $\sigma N^{-1/2}=1$. Its slope is $-\sigma N'/(2N^{3/2})$, so
\begin{equation}
\delta\varepsilon=-\frac{2N^{3/2}}{\sigma N'}\left(1-\frac{\sigma}{\sqrt N}\right).
\label{newton}
\end{equation}
The method fails if the source has no component on the wanted state, or if $\varepsilon$ meets a pole of $\phi$. With $\lambda$ prescribed, the poles are the zeros of $W$. With $\lambda$ from (\ref{lam}), they are the zeros of $\langle b|G\phi_b\rangle$, which are levels of the local problem restricted to functions orthogonal to $\phi_b$. At a zero of $W$ formula (\ref{green}) cannot be evaluated, but $\phi$ then has a finite limit if the local level $u$, at energy $e$, overlaps $\phi_b$: $\lambda$ tends to $-\langle u|X\rangle/\langle u|b\rangle$, so the numerator of the amplitude $(\langle u|X\rangle+\lambda\langle u|b\rangle)/(e-\varepsilon)$ vanishes together with the denominator.

\section{The general algorithm}

Let the configuration energy be $\sum_aq_aI_a+\sum_{a\le b,k}f^k_{ab}F^k_{ab}+\sum_{a<b,k}g^k_{ab}G^k_{ab}$, where $Y^k_{ab}$ has the kernel $2r_<^k/r_>^{k+1}$. The variation used above, divided by $2q_a$, gives
\begin{align*}
U_a&=\sum_k\Big[\frac{2f^k_{aa}}{q_a}Y^k_{aa}+\sum_{b\ne a}\frac{f^k_{ab}}{q_a}Y^k_{bb}\Big],\\
X_a&=-\sum_{b\neq a,k}\frac{g^k_{ab}}{q_a}Y^k_{ab}\phi_b .
\end{align*}
The exchange sum includes shells of other $\kappa$; the multiplier sum in (\ref{df}) does not, because angular integration already makes those shells orthogonal. One cycle runs as follows.
\begin{enumerate}
\item Build $U_a$ and $X_a$ from the current orbitals.
\item For each partner $b$ of higher occupation, treat $\varepsilon_{ab}$ as unknown. For each partner of lower occupation, insert $\varepsilon_{ab}=(q_b/q_a)\varepsilon_{ba}$ and add the term to $X_a$.
\item At the trial $\varepsilon_a$, find $u_0,u_\infty$ and solve the linear equations $\sum_{b'}\langle b|G\phi_{b'}\rangle\varepsilon_{ab'}=-\langle b|GX_a\rangle$, which generalize (\ref{lam}).
\item With several unknown multipliers, (\ref{slope}) becomes $\partial\phi/\partial\varepsilon=G\phi+\sum_{b'}\varepsilon'_{ab'}G\phi_{b'}$, where orthogonality gives $\sum_{b'}\langle b|G\phi_{b'}\rangle\varepsilon'_{ab'}=-\langle b|G\phi\rangle$. Correct $\varepsilon_a$ by (\ref{newton}) until $N=1$; then take the next shell. Repeat the cycle until orbitals and multipliers settle. The cycle is run below only for $1s^22s$. Repulsion shifts the two-level factor $q_2/q_1$, so convergence is not guaranteed for nearly equal occupations or for several partners.
\end{enumerate}

Equal occupations need separate treatment. Two closed shells of equal $\kappa$ can be rotated into each other without changing the energy, so their multiplier may be set to zero. For two open shells with equal $q$ the sum $q(I_1+I_2)$ does not change under rotation, so any preferred angle is fixed by the repulsion terms alone. The two-level factor $q_2/q_1$ is then 1, and only the repulsion terms move the factor of the cycle away from 1, so the cycle cannot be relied on to converge; this case is not tested here. The angle is then better found from (\ref{sym}) directly. The reason is general: with $\delta\phi_1=\theta\phi_2$ and $\delta\phi_2=-\theta\phi_1$, equation (\ref{df}) gives
\begin{equation}
\delta E=2\theta(q_1\varepsilon_{12}-q_2\varepsilon_{21}).
\label{rot}
\end{equation}

A second check on stationarity comes from scaling, $\phi(r)\to\sqrt\eta\,\phi(\eta r)$, which preserves orthonormality. The derivative terms, the $\kappa/r$ terms and all Coulomb terms scale as $\eta$, while $-c^2\sum_aq_a\int Q_a^2dr$ does not change. Therefore
\begin{equation}
\frac{dE}{d\eta}\Big|_{\eta=1}=E+c^2\sum_aq_a\int Q_a^2\,dr ,
\label{virial}
\end{equation}
which must vanish for a point nucleus.

\section{The ion Y$^{36+}$}

For $Z=39$ and $1s^22s$ the exponent is $\gamma=0.95865$. With the repulsion removed, inverse iteration with $G$ gives levels at $-1553.1127$ and $-390.3062$ Ry, in agreement with the closed Dirac-Coulomb formula. The digits below serve to check the algorithm; the omitted effects limit the physical accuracy well before the last of them.

The converged integrals are $I_1=-1552.980$, $I_2=-389.800$, $F_{11}=49.781$, $F_{12}=16.451$ and $G_{12}=1.745$ Ry. Projecting (\ref{one}) and (\ref{two}) on their own orbitals gives
\begin{align*}
\varepsilon_1&=I_1+F_{11}+F_{12}-\tfrac12G_{12}=-1487.621\ \text{Ry},\\
\varepsilon_2&=I_2+2F_{12}-G_{12}=-358.643\ \text{Ry}.
\end{align*}
Equation (\ref{E}) gives $E=-3414.823$ Ry, or $-46461$ eV. The occupation-weighted small-component norm is $0.045461$; multiplied by $c^2$ it reproduces $-E$, as (\ref{virial}) demands. A separate self-consistent matrix diagonalization in a Laguerre basis agrees with the energy and all four multipliers.

\paragraph{The norm condition.} Started 1 Ry above the solution, the $2s$ equation has $N=5.628$, so $N^{-1/2}=0.4215$. The first Newton step is $-0.99998$ Ry and leaves $N=1.00003$; the next reaches 1 to the printed digits. The slope is $-(1-0.4215)/0.99998=-0.5785$ per Ry. In the one-level picture this means $s=1/0.5785=1.729$ Ry, within 1\% of $G_{12}$. The two need not coincide, since the full solution also contains other levels.

\paragraph{The off-diagonal multipliers.} With both large components positive near the nucleus, $\varepsilon_{21}=-0.6840$ and $\varepsilon_{12}=-0.3420$ Ry. The first came from orthogonality and equals $-\langle1|Y_{22}|2\rangle$, as (\ref{closed}) requires. Each cycle multiplies its change by $0.521$, close to the factor $1/2$ of the two-level model without repulsion. The agreement reflects the weak repulsion at $Z=39$: for the same configuration the factor rises to about $0.57$ at $Z=10$ and $0.68$ for neutral lithium.

If $\varepsilon_{21}$ is omitted from the $2s$ equation in the converged fields, the source changes by $-\varepsilon_{21}\phi_1$. Treating $\phi_1$ as an approximate level of the local operator gives
\[
\langle1|2\rangle\simeq\frac{-\varepsilon_{21}}{I_1+2F_{11}-\varepsilon_2}=\frac{0.684}{-1094.8}=-6.25\times10^{-4},
\]
and the direct solution, with $\varepsilon_2$ readjusted to unit norm, gives $-6.247\times10^{-4}$. The overlap is small because the omitted multiplier is small compared with the separation of about 1100 Ry.

\paragraph{A false solution.} Rotate the converged orbitals by $\theta=0.02$ and fit both multipliers to orthogonality. The iteration settles on an orthonormal pair that satisfies both equations with a residual of $2\times10^{-7}$ Ry, but its energy is $0.450$ Ry too high. The two-level formula (\ref{toyE}), with $\Delta\simeq I_2-I_1=1163$ Ry, predicts $1163\sin^2(0.02)=0.465$ Ry. The multipliers are $\varepsilon_{12}=22.23$ and $\varepsilon_{21}=21.97$ Ry, against the estimate $\Delta\sin\theta\cos\theta=23.3$ Ry. They violate $2\varepsilon_{12}=\varepsilon_{21}$ by $22.5$ Ry, and the virial sum (\ref{virial}) is $24.5$ Ry instead of zero. Small residuals and orthonormal orbitals therefore do not establish a stationary energy; the symmetry condition must be checked as well. The full set of values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
nuclear charge Z = 39, electrons = 3, kappa = -1
speed of light c = 274.071998 (Rydberg units)
exponent gamma = 0.95864732
grid: 82 elements x 14 nodes, r = 1.0e-07 to 2.017 bohr
bare 1s: Green -1553.112684, closed form -1553.112684 Ry
bare 2s: Green -390.306235, closed form -390.306235 Ry
largest relative Wronskian variation = 3.2e-14
norm slope at eps2+0.5 Ry: formula 3.222237, differences 3.222242 1/Ry
Newton trace for 2s, started 1 Ry above the solution:
  step 0: eps = -357.64325221 Ry, norm = 5.62834938
  step 1: eps = -358.64323030 Ry, norm = 1.00002536
  step 2: eps = -358.64325222 Ry, norm = 1.00000000
eps1 (1s) = -1487.620918 Ry
eps2 (2s) = -358.643252 Ry
eps12 (in 1s equation) = -0.342005 Ry
eps21 (in 2s equation) = -0.684010 Ry
-<1|Y22|2> = -0.684010 Ry
contraction of eps21 per cycle = 0.5209
one-electron I1 = -1552.980407 Ry, I2 = -389.800234 Ry
F11 = 49.780998 Ry, F12 = 16.451213 Ry, G12 = 1.745444 Ry
total energy E = -3414.823067 Ry = -46461.03 eV
sum of q * small-component norm = 0.04546099
virial defect E + c^2 sum = -2.9e-08 Ry
largest equation residual (L2 norm) = 1.1e-07 Ry
overlap <1|2> = 2.8e-18
matrix method: E = -3414.823067 Ry
matrix method: eps1 = -1487.620917 Ry, eps2 = -358.643252 Ry
matrix method: eps12 = -0.342005 Ry, eps21 = -0.684010 Ry
2s equation without multiplier: <1|2> = -6.247e-04
2s equation without multiplier: eps2 = -358.647252 Ry
false solution: starting rotation = 0.02 rad
false solution: E - E(true) = 0.449972 Ry
false solution: eps12 = 22.2327 Ry, eps21 = 21.9698 Ry
false solution: overlap = -1.0e-17, residual = 2.3e-07 Ry
false solution: virial defect = 24.5110 Ry
\end{verbatim}
